# Steady Precession of an Easy-Plane Layer Driven by a Perpendicular Polarizer

## Result and conventions

A thin magnetic layer whose moment prefers the film plane is driven by a current polarized along the film normal $\mathbf z$. Its moment rises out of the plane until it rotates on a cone around $\mathbf z$, with signed angular velocity and height

$$\Omega=-\frac{\gamma a_J}{\alpha},\qquad m_z^*=\frac{B_\perp+a_J/\alpha}{B_k}, \tag{1}$$

provided $|m_z^*|<1$. Here $\gamma>0$ is the gyromagnetic ratio, $\alpha>0$ the Gilbert damping, $a_J$ the strength of the spin torque expressed as a field, $B_k>0$ the easy-plane field and $B_\perp$ an applied field along $\mathbf z$. The quantity $\gamma|a_J|/\alpha$ is an angular frequency. The frequency in hertz is $f=\gamma|a_J|/(2\pi\alpha)$.

The layer is described by a single unit vector $\mathbf m$, the direction of its magnetic moment. There is at first no preferred direction within the plane, and $a_J$ does not depend on $\mathbf m$. All fields are in tesla. The equation of motion is

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m}-\gamma a_J\,\mathbf m\times(\mathbf m\times\mathbf z), \tag{2}$$

$$\mathbf B=B_z\mathbf z,\qquad B_z=B_\perp-B_k m_z. \tag{3}$$

The minus sign in (3) makes the plane easy: a moment tilted upward feels a field pointing downward. Since $\mathbf m\times(\mathbf m\times\mathbf z)=m_z\mathbf m-\mathbf z$, the last term of (2) equals $\gamma a_J(\mathbf z-m_z\mathbf m)$. For $a_J>0$ it pulls the moment toward $+\mathbf z$.

## The strength of the spin torque

Let $J$ be the current density, counted positive when the electrons that reach the layer carry magnetic moments polarized along $+\mathbf z$. Per unit area and time $J/e$ electrons arrive. Each has spin $\hbar/2$, and a net fraction $P$ is polarized. The layer is assumed to absorb all of the spin component transverse to $\mathbf m$. The transverse part of the unit vector $\mathbf z$ is $\mathbf z-m_z\mathbf m$.

The layer, of thickness $t$ and magnetization $M_s$, holds angular momentum of magnitude $M_st/\gamma$ per area. For electrons the moment is opposite to the angular momentum, both in the current and in the layer, so the two reversals cancel when the balance is written for moment directions:

$$\frac{M_st}{\gamma}\,\dot{\mathbf m}\Big|_{\rm spin}=\frac{J}{e}\,\frac{P\hbar}{2}\,(\mathbf z-m_z\mathbf m).$$

Comparison with the last term of (2) gives

$$a_J=\frac{\hbar PJ}{2eM_st}. \tag{4}$$

## Balance on a steady cone

On a steady cone $m_z$ is constant and the moment turns rigidly about the normal:

$$\dot{\mathbf m}=\Omega\,\mathbf z\times\mathbf m. \tag{5}$$

The damping term then follows from the double cross product and $\mathbf m\cdot\mathbf m=1$:

$$\alpha\,\mathbf m\times\dot{\mathbf m}=\alpha\Omega\,\mathbf m\times(\mathbf z\times\mathbf m)=\alpha\Omega\,(\mathbf z-m_z\mathbf m). \tag{6}$$

It lies along the same direction as the spin torque. The field term is $-\gamma B_z\,\mathbf m\times\mathbf z=\gamma B_z\,\mathbf z\times\mathbf m$. Inserting these expressions in (2) and collecting terms,

$$(\Omega-\gamma B_z)\,\mathbf z\times\mathbf m=(\alpha\Omega+\gamma a_J)\,(\mathbf z-m_z\mathbf m). \tag{7}$$

The vector on the left is perpendicular to both $\mathbf z$ and $\mathbf m$, and hence to the vector on the right. Both have length $\sqrt{1-m_z^2}$, which is nonzero away from the poles. Each bracket must therefore vanish:

$$\alpha\Omega+\gamma a_J=0,\qquad \Omega=\gamma(B_\perp-B_km_z). \tag{8}$$

The first condition is the balance of spin torque against damping, and it fixes $\Omega$. The second says that the moment precesses at the rate set by the field it feels. Equating the two rates gives $B_km_z=B_\perp+a_J/\alpha$, which is the height in (1).

The two conditions divide the work. The torque balance chooses the frequency, and the moment then tilts until the easy-plane field supplies that frequency. A perpendicular field changes the tilt but leaves $\Omega$ alone. The same holds for a constant field-like spin torque $-\gamma b_J\,\mathbf m\times\mathbf z$, because it merely replaces $B_\perp$ by $B_\perp+b_J$.

The energy balance shows why the cone angle drops out of the frequency. The magnetic energy of a layer of volume $V$ is

$$E=M_sV\left(\tfrac12B_km_z^2-B_\perp m_z\right),\qquad \dot E=-M_sVB_z\dot m_z.$$

On the cone, the spin torque contributes $\gamma a_J(1-m_z^2)$ to $\dot m_z$, and damping contributes $\alpha\Omega(1-m_z^2)$. With $B_z=\Omega/\gamma$, the second condition in (8), the corresponding powers are

$$\dot E_{\rm spin}=-M_sVa_J\Omega\,(1-m_z^2),\qquad
\dot E_{\rm damp}=-\frac{M_sV\alpha\Omega^2}{\gamma}(1-m_z^2). \tag{9}$$

For $\Omega\neq0$ they cancel when $\Omega=-\gamma a_J/\alpha$. Supply and loss carry the same factor $1-m_z^2$, so their balance does not involve the angle.

## Approach to the steady state

To learn whether the cone is reached, use the polar angle $\theta$ and azimuth $\varphi$, with unit vectors $\mathbf e_\theta,\mathbf e_\varphi$. Then

$$\dot{\mathbf m}=\dot\theta\,\mathbf e_\theta+\sin\theta\,\dot\varphi\,\mathbf e_\varphi,\qquad \mathbf m\times\mathbf e_\theta=\mathbf e_\varphi,\qquad \mathbf m\times\mathbf e_\varphi=-\mathbf e_\theta.$$

Since $\mathbf z=\cos\theta\,\mathbf m-\sin\theta\,\mathbf e_\theta$, one has $\mathbf m\times\mathbf z=-\sin\theta\,\mathbf e_\varphi$ and $\mathbf m\times(\mathbf m\times\mathbf z)=\sin\theta\,\mathbf e_\theta$. The two components of (2) are

$$\dot\theta+\alpha\sin\theta\,\dot\varphi=-\gamma a_J\sin\theta, \tag{10}$$

$$\sin\theta\,\dot\varphi-\alpha\dot\theta=\gamma B_z\sin\theta. \tag{11}$$

Equation (11) gives $\sin\theta\,\dot\varphi=\gamma B_z\sin\theta+\alpha\dot\theta$. Substitution in (10) yields

$$(1+\alpha^2)\dot\theta=-\gamma\sin\theta\,(a_J+\alpha B_z).$$

Let $u=m_z=\cos\theta$, so that $\dot u=-\sin\theta\,\dot\theta$. Then

$$\dot u=\frac{\gamma(1-u^2)(a_J+\alpha B_z)}{1+\alpha^2}. \tag{12}$$

For the azimuth, divide (11) by $\sin\theta$ and insert $\dot\theta$:

$$\dot\varphi=\gamma B_z-\frac{\alpha\gamma(a_J+\alpha B_z)}{1+\alpha^2}=\frac{\gamma(B_z-\alpha a_J)}{1+\alpha^2}. \tag{13}$$

In the steady state $B_z=-a_J/\alpha$. The numerator of (13) becomes $-\gamma(a_J/\alpha)(1+\alpha^2)$, and the factor $1+\alpha^2$ cancels. Equation (1) thus holds without a correction for large $\alpha$. In a direct integration of (2) with $\alpha=0.5$ and $a_J=0.5\,\alpha B_k$, the frequency agreed with (1) to within one part in $10^5$.

With $a_J+\alpha B_\perp=\alpha B_ku^*$, where $u^*$ denotes the expression for $m_z^*$ in (1), equation (12) takes the form

$$\dot u=\frac{\alpha\gamma B_k}{1+\alpha^2}(1-u^2)(u^*-u). \tag{14}$$

If $|u^*|<1$, then $u$ rises when it is below $u^*$ and falls when it is above. Every starting direction other than the poles therefore leads to the cone. For a small deviation $\delta=u-u^*$, keeping first order in $\delta$ gives $\dot\delta=-\Gamma\delta$ with

$$\Gamma=\frac{\alpha\gamma B_k(1-u^{*2})}{1+\alpha^2}. \tag{15}$$

The sign of $B_k$ matters. For an easy axis along $\mathbf z$, $B_k<0$, the rate $\Gamma$ is negative and a cone that satisfies (8) is unstable.

If $u^*\ge1$, the right side of (14) is positive for all $|u|<1$, and the moment goes to the upper pole. If $u^*\le-1$, it goes to the lower one. At $B_\perp=0$ steady precession thus requires

$$|a_J|<\alpha B_k,\qquad f<\frac{\gamma B_k}{2\pi}. \tag{16}$$

This resolves an apparent divergence of (1). If $\alpha$ is reduced at fixed $a_J$, the frequency grows as $1/\alpha$ until $\alpha=|a_J|/B_k$. There the cone closes on the pole and the precession ends.

A moment released from rest in the plane at $B_\perp=0$ starts with $\dot u=\gamma a_J/(1+\alpha^2)$ and $\dot\varphi=-\alpha\gamma a_J/(1+\alpha^2)$. The spin torque first lifts it. Fast rotation develops as the growing tilt builds up the easy-plane field.

## A nanopillar at $10^7$ A/cm²

Consider a metallic pillar with a Cu spacer between the perpendicular polarizer and a soft ferromagnetic disc. The disc is 100 nm wide and 3.0 nm thick. The chosen round values are $M_s=800$ kA/m, $B_k=0.90$ T, $\alpha=0.020$, $P=0.30$ and $J=1.0\times10^7$ A/cm² $=1.0\times10^{11}$ A/m², which corresponds to 0.785 mA through the disc. Equation (4) gives

$$a_J=\frac{(1.0546\times10^{-34})(0.30)(1.0\times10^{11})}{2(1.602\times10^{-19})(8.0\times10^5)(3.0\times10^{-9})}\ {\rm T}=4.11\ {\rm mT}.$$

Dividing by the damping, $a_J/\alpha=0.2057$ T. With $\gamma/2\pi=28.025$ GHz/T and $B_\perp=0$,

$$f=28.025\times0.2057\ {\rm GHz}=5.76\ {\rm GHz},\qquad m_z^*=\frac{0.2057}{0.90}=0.229.$$

The angular frequency is 36.2 rad/ns, and the moment stands 13.2° out of the plane. A torque field of 4 mT produces the precession rate of a 0.2 T field because it acts against damping, which is weaker than precession by the factor $\alpha$.

The settling time $1/\Gamma$ from (15) is 0.333 ns, about two periods. The limit (16) is $a_J=18.0$ mT, reached at $4.38\times10^7$ A/cm², where the frequency would be 25.2 GHz. Direct integration of (2), with all other parameters fixed, gives:

| $J$ (A/cm²) | $f$ from (1) (GHz) | $f$ integrated (GHz) | $m_z$ |
|---|---|---|---|
| $0.5\times10^7$ | 2.882 | 2.882 | 0.114 |
| $1.0\times10^7$ | 5.764 | 5.764 | 0.229 |
| $2.0\times10^7$ | 11.529 | 11.529 | 0.457 |
| $3.0\times10^7$ | 17.293 | 17.293 | 0.686 |

For a single moment the frequency is proportional to current although the tilt becomes large. The settling slows with tilt: at $3.0\times10^7$ A/cm² the factor $1-u^{*2}$ has fallen to 0.53, and $1/\Gamma$ has grown to about 0.6 ns.

At $J=1.0\times10^7$ A/cm² a perpendicular field may lie anywhere between $-1.11$ T and $+0.69$ T without changing the frequency in this model. These ends follow from $|B_\perp+0.2057\ {\rm T}|<0.90$ T. At $B_\perp=-0.2057$ T the moment rotates within the film plane, still at 5.76 GHz.

## A preferred direction in the plane

A slightly elliptical disc has an easy axis, say $\mathbf x$, which adds $B_am_x\mathbf x$ to the field, with $B_a>0$. If the spin torque is weak, this anisotropy can hold the moment at rest in the plane. Set $B_\perp=0$ and write the field and spin torques of (2) together as $-\gamma\,\mathbf m\times\mathbf F$, with

$$\mathbf F=\mathbf B+a_J\mathbf m\times\mathbf z=(B_am_x+a_Jm_y,\;-a_Jm_x,\;-B_km_z). \tag{17}$$

At rest $\mathbf m\times\mathbf F=0$, so $\mathbf F=\mu\mathbf m$ for some real number $\mu$. There are two cases.

If $m_z\neq0$, the third component gives $\mu=-B_k$. The other two become $(B_a+B_k)m_x+a_Jm_y=0$ and $-a_Jm_x+B_km_y=0$. Their determinant, $B_k(B_a+B_k)+a_J^2$, is positive, so $m_x=m_y=0$. These are the poles.

If $m_z=0$, a nonzero solution for $(m_x,m_y)$ requires

$$(B_a-\mu)(-\mu)+a_J^2=\mu^2-B_a\mu+a_J^2=0.$$

Its roots are real if and only if

$$|a_J|\le\frac{B_a}{2}. \tag{18}$$

Above this value there is no rest state in the plane. Below it, the existence of a rest state does not by itself exclude precession, so (18) is not a complete criterion for starting or stopping the oscillator.

For $B_a=5.0$ mT the limit is 2.50 mT, and the example's 4.11 mT exceeds it. Integration from rest along $\mathbf x$ gives sustained precession with a mean frequency 0.04% below (1). The half-current row of the table, with $a_J=2.06$ mT, lies below this limit. It describes a disc without in-plane anisotropy.

## A torque that depends on angle

In a metallic pillar the torque efficiency generally varies with the angle between the moment and the polarizer. A simple form is $a(u)=a_J/(1+\lambda u)$. The cone balance at fixed $u$ is unchanged, so

$$\Omega=-\frac{\gamma a(u^*)}{\alpha}. \tag{19}$$

At $B_\perp=0$ the second condition in (8) requires $\alpha B_ku^*=a(u^*)$, or $\lambda u^{*2}+u^*-u_0=0$ with $u_0=a_J/(\alpha B_k)$. The root that tends to $u_0$ as $\lambda\to0$ is

$$u^*=\frac{-1+\sqrt{1+4\lambda u_0}}{2\lambda}. \tag{20}$$

For $\lambda=0.30$ and $u_0=0.2285$ this gives $u^*=0.215$ and $f=28.025\times0.90\times0.2147$ GHz $=5.42$ GHz, which is 6% below the constant-torque value. The frequency is then no longer strictly proportional to current. It also depends on $B_\perp$, since a perpendicular field changes the angle at which the torque is evaluated.

## Thermal motion

At temperature $T$ a random field with no preferred direction acts on the moment. In (12) the torque appears in the combination $a_J+\alpha B_z=\alpha(B_z+a_J/\alpha)$. The height $u$ therefore drifts as it would in equilibrium with an added field $a_J/\alpha$ along $\mathbf z$. The different precession rate does not affect the distribution of $u$, because the problem is symmetric about $\mathbf z$. Equal intervals of $u$ cover equal areas of the sphere, so for $B_\perp=0$ the stationary density is the Boltzmann form

$$p(u)\propto\exp\left[-\frac{M_sV}{k_BT}\left(\frac{B_ku^2}{2}-\frac{a_Ju}{\alpha}\right)\right]. \tag{21}$$

Completing the square shows a Gaussian centred on $u^*$ with spread

$$\sigma_u=\sqrt{\frac{k_BT}{M_sVB_k}}, \tag{22}$$

as long as the poles are many spreads away. Since the random field has no handedness, it adds no mean rotation. Averaging (13) with $\langle u\rangle=u^*$ then returns $-\gamma a_J/\alpha$.

At 300 K equation (22) gives $\sigma_u=0.0156$. An ensemble of 4000 moments, integrated with the random field for 3 ns, had the same spread and a mean frequency of 5.765 GHz, with a sampling error of about 0.003 GHz. The fluctuating tilt spreads the instantaneous precession frequency by $28.025\times0.90\times0.0156$ GHz $=0.39$ GHz, or 7% of $f$. This is not the width of the emitted line, which depends also on how long each fluctuation lasts.

## The model beside a real pillar

The example's values are rough round numbers, not data for a particular device. The frequency is proportional to $P/\alpha$, so relative errors in these two values carry over to it directly. The damping needs care because it depends on the layers next to the disc. A precessing moment pumps spin into the adjacent Cu. With mixing conductance $g$ per area, the pumped spin current is $(\hbar g/4\pi)\,\mathbf m\times\dot{\mathbf m}$. Dividing by $M_st/\gamma$ gives the damping

$$\alpha_{\rm p}=\frac{\gamma\hbar g}{4\pi M_st}, \tag{23}$$

if none of the pumped spin returns. For a rough $g=15$ nm$^{-2}$ this is 0.0092, nearly half of the total 0.020 used here. It is an upper estimate for this interface, because spin that returns to the disc lowers the added damping. Had 0.020 been the damping without pumping, this interface would raise the total to at most about 0.029 and lower the frequency to no less than 3.9 GHz at the same current. The Cu spacer itself matters little as a spin sink: for 6 nm of Cu and a rough spin diffusion length of 300 nm, exponential decay removes 2.0% of the polarization. Pumped spin can therefore return to the disc unless another layer absorbs it.

The single-moment assumption is less secure. Treated as that of a long uniform wire, the current's own circular field reaches $\mu_0JR/2=3.1$ mT at the disc edge, $R=50$ nm, comparable with $a_J$. Its average over a centred disc is zero, so it exerts no net torque on a uniform moment, but it favours a non-uniform one. Exchange resists. With stiffness $A=10$ pJ/m, the first non-uniform mode of a disc with free edges has wave number $k=1.84/R$ and exchange field $2Ak^2/M_s=34$ mT. The ratio of about 0.09 measures the distortion of a moment at rest, and it understates the distortion on the cone. Seen from the precessing moment, the fixed circular field rotates at the precession frequency $f$ and drives this mode. With exchange field $B_{\rm ex}$ and a local easy-plane field, the mode frequency on the cone is $f_1=(\gamma/2\pi)\sqrt{B_{\rm ex}[B_{\rm ex}+B_k(1-u^{*2})]}\approx4.9$ GHz, close to the example's 5.76 GHz. The response is enhanced by about $1/|1-f^2/f_1^2|\approx2.5$, to roughly 0.2 rad. Near $0.85\times10^7$ A/cm², where $f\approx f_1$, the distortion is of order half a radian, and the extra dissipation pulls the frequency several per cent below (1). The non-uniform dipolar field of the finite disc, which shifts the modes and distorts the state further, is not included in this estimate. Equation (1) should therefore not be taken as a quantitative prediction for a disc of this size without a micromagnetic calculation. Joule heating, which can change $M_s$, $B_k$ and $\alpha$, is also left out.

Finally, on a steady cone the angle between $\mathbf m$ and the polarizer is constant, so a resistance that depends on this angle alone gives no oscillating voltage. A further reference layer magnetized partly in the plane would provide one. The torque from that layer breaks the symmetry about $\mathbf z$ and is absent from (2). The values behind this example are collected in the numerical output below.

## Values computed for the example and the checks

```
gamma/(2 pi): 28.025 GHz/T
saturation magnetization: 800 kA/m
disc thickness: 3.0 nm
disc diameter: 100 nm
easy-plane field B_k: 0.90 T
total Gilbert damping alpha: 0.020
spin polarization P: 0.30
current density J: 1.00e+07 A/cm2
current through disc: 0.785 mA
spin-torque field a_J: 4.114 mT
a_J/alpha: 0.2057 T
angular frequency gamma a_J/alpha: 36.22 rad/ns
frequency gamma a_J/(2 pi alpha): 5.764 GHz
steady m_z: 0.2285
tilt out of plane: 13.21 deg
settling time 1/decay rate: 0.333 ns
limit alpha B_k on a_J: 18.0 mT
limiting current density: 4.38e+07 A/cm2
frequency at the limit: 25.22 GHz
sweep: J (A/cm2), a_J (mT), f law (GHz), f integrated (GHz), m_z
  5.0e+06  2.057  2.882  2.882  0.1143
  1.0e+07  4.114  5.764  5.764  0.2285
  2.0e+07  8.228  11.529  11.529  0.4571
  3.0e+07  12.341  17.293  17.293  0.6856
in-plane anisotropy field B_a: 5.0 mT
rest-state limit B_a/2: 2.50 mT
frequency change from B_a: -0.0427 %
torque asymmetry lambda: 0.30
m_z with asymmetry: 0.2147
frequency with asymmetry: 5.416 GHz
frequency change from asymmetry: -6.05 %
temperature: 300 K
thermal spread of m_z, formula: 0.0156
thermal spread of m_z, ensemble: 0.0156
thermal spread of instantaneous frequency: 0.394 GHz
mean frequency of thermal ensemble: 5.765 GHz
Oersted field at disc edge: 3.14 mT
exchange stiffness: 10.0 pJ/m
exchange field of first non-uniform mode: 33.9 mT
Cu spacer thickness: 6.0 nm
Cu spin diffusion length (rough): 300 nm
spin loss in Cu spacer: 2.0 %
spin-mixing conductance (rough): 15 1/nm2
spin-pumping part of alpha: 0.0092
```
